\section*{How surface states divide the applied potential at a semiconductor electrode}

\section{What is being divided}

\textbf{Q.} A voltage is applied between an n-type semiconductor and an electrolyte. Which potential differences do you mean by the two parts, and why should they add up to what the voltmeter shows?

\textbf{A.} Let $\psi(x)$ be the electrostatic potential in the semiconductor, with $x=0$ at its surface and $x$ increasing into the bulk. Define
\begin{equation}
\phi=\psi_{\rm bulk}-\psi(0),\qquad \phi_H=\psi(0)-\psi_{\rm sol}.
\end{equation}
The first is the drop across the space charge, positive when electrons are driven from the surface. The second is the drop across the Helmholtz layer. The electrolyte is taken to be concentrated, and the remaining small drop across its diffuse layer is neglected.

The voltmeter registers changes of the bulk Fermi level relative to a reference in the solution. Doping fixes the distance $\zeta$ between the bulk conduction-band edge and the Fermi level, so a change in the Fermi level is a change in $\psi_{\rm bulk}-\psi_{\rm sol}$. This requires an ohmic back contact and no current large enough to cause a resistive drop. If $V$ is the applied potential measured from flat band, where $\phi=0$, then
\begin{equation}
V=\phi+\Delta\phi_H ,
\label{sum}
\end{equation}
where $\Delta$ always denotes a change from flat band.

\textbf{Q.} That is one equation for two unknowns. What decides the division?

\textbf{A.} Charge. Per unit area, the solid carries a space charge $Q_{sc}$, a surface-state charge $Q_{ss}$ and perhaps fixed charge. The ions facing it carry the opposite total. By Gauss's law the field in the Helmholtz layer is proportional to the total charge of the solid. With a constant capacitance $C_H$ per area, and with constant surface dipoles and adsorbed charge, subtraction of the flat-band state leaves
\begin{equation}
C_H\,\Delta\phi_H=Q_{sc}+\Delta Q_{ss},
\label{gauss}
\end{equation}
because $Q_{sc}=0$ at flat band. The sign is right: a more positive solid raises $\psi(0)$ above $\psi_{\rm sol}$. Whether the surface states are donors or acceptors changes $Q_{ss}$ by a constant, which affects the flat-band potential but not \eqref{gauss}.

\section{The two charges}

\textbf{Q.} You need $Q_{sc}$ as a function of $\phi$. Are you going to assume a sharply bounded depletion layer?

\textbf{A.} There is no need. Take uniform, fully ionized donors of density $N$, permittivity $\varepsilon$, nondegenerate electrons and negligible holes. Let $v(x)=e[\psi_{\rm bulk}-\psi(x)]/kT$. The electron density is $Ne^{-v}$, the charge density is $\rho=eN(1-e^{-v})$, and Poisson's equation $\psi''=-\rho/\varepsilon$ becomes
\begin{equation}
v''=\frac{e\rho}{\varepsilon kT}=\frac{1-e^{-v}}{L^2},\qquad L^2=\frac{\varepsilon kT}{e^2N}.
\end{equation}
Multiplication by $v'$ makes both sides total derivatives:
\begin{equation}
\frac{d}{dx}\frac{(v')^2}{2}=\frac{1}{L^2}\frac{d}{dx}\left(v+e^{-v}\right).
\end{equation}
Deep in the bulk $v=v'=0$, so integration from there gives $(v')^2=2(v-1+e^{-v})/L^2$. In depletion $v$ falls towards the bulk, hence $v'<0$. The charge is
\begin{equation}
Q_{sc}=\int_0^\infty\rho\,dx=\frac{\varepsilon kT}{e}\int_0^\infty v''dx=-\frac{\varepsilon kT}{e}v'(0).
\end{equation}
Writing $v$ from now on for its surface value $e\phi/kT$, and inserting $L$,
\begin{equation}
Q_{sc}=\left[2\varepsilon kTN\,(v-1+e^{-v})\right]^{1/2}.
\label{qsc}
\end{equation}
To differentiate, use $2Q_{sc}\,dQ_{sc}/dv=2\varepsilon kTN(1-e^{-v})$ and $dv/d\phi=e/kT$:
\begin{equation}
C_{sc}=\frac{dQ_{sc}}{d\phi}=\frac{e\varepsilon N(1-e^{-v})}{Q_{sc}} .
\label{csc}
\end{equation}

\textbf{Q.} And the surface states? A uniform density cannot extend over all energies.

\textbf{A.} It is uniform within a window. Let $D$ be the number of states per area and energy, at depths $d$ between $d_t$ and $d_b$ below the conduction-band edge at the surface. The window moves with that edge. I assume that the states exchange electrons with the bulk semiconductor and not with the solution, and that the potential changes slowly enough for them to share the bulk Fermi level.

Bending the bands by $\phi$ places the Fermi level at depth $\zeta+e\phi$ below the surface band edge. A state at depth $d$ is therefore occupied with probability
\begin{equation}
f(d)=\frac{1}{1+\exp[(\zeta+e\phi-d)/kT]} .
\end{equation}
The number of electrons in the window is $n_{ss}=D\int_{d_t}^{d_b}f\,dd$. Since $f$ depends on $\phi$ and $d$ only through $e\phi-d$, we have $\partial f/\partial\phi=-e\,\partial f/\partial d$, and so
\begin{equation}
\frac{dn_{ss}}{d\phi}=-eD\int_{d_t}^{d_b}\frac{\partial f}{\partial d}\,dd=-eD\,[f(d_b)-f(d_t)].
\end{equation}
Each electron carries $-e$, which turns the sign round:
\begin{equation}
C_{ss}=\frac{dQ_{ss}}{d\phi}=e^2D\,[f(d_b)-f(d_t)].
\label{css}
\end{equation}
When the Fermi level lies several $kT$ inside the window, the deep edge is full, the shallow edge is empty, and $C_{ss}=e^2D$. Outside the window the two occupancies are nearly equal and $C_{ss}$ vanishes.

\section{The division}

\textbf{Q.} Then combine them. Which capacitances are in series, and which are in parallel?

\textbf{A.} Insert \eqref{gauss} in \eqref{sum}:
\begin{equation}
V=\phi+\frac{Q_{sc}(\phi)+\Delta Q_{ss}(\phi)}{C_H}.
\label{implicit}
\end{equation}
Differentiation with respect to $\phi$ gives $dV/d\phi=1+(C_{sc}+C_{ss})/C_H$. Its reciprocal, and the remainder to one, are
\begin{equation}
\frac{d\phi}{dV}=\frac{C_H}{C_H+C_{sc}+C_{ss}},\qquad
\frac{d\phi_H}{dV}=\frac{C_{sc}+C_{ss}}{C_H+C_{sc}+C_{ss}} .
\label{share}
\end{equation}
Space charge and surface states respond to the same potential $\phi$, so their capacitances add in parallel. The Helmholtz layer holds the balancing charge and stands in series with the pair.

\textbf{Q.} So the states matter as soon as $C_{ss}$ exceeds the small $C_{sc}$?

\textbf{A.} They then dominate the charging, but not yet the division. For the division, $C_{ss}$ must be compared with $C_H+C_{sc}$. Take a model electrode at 300~K with relative permittivity 10, $N=10^{17}$~cm$^{-3}$, $C_H=20$~$\mu$F\,cm$^{-2}$ and $\zeta=0.1$~eV. The window runs from 0.5 to 1.0~eV below the surface band edge, and the gap is assumed wide enough to exclude inversion. The examples below bend the bands by up to 1.14~V and the numerical scan by up to 1.49~V, which puts the Fermi level 1.24 and 1.59~eV below the surface band edge. In equilibrium the whole range needs a gap of about 1.8~eV or more; silicon is excluded, and gallium arsenide fails at the upper end of the scan. Volts and microfarads suit an electrode better than atomic units.

At $\phi=0.65$~V, in the middle of the window, $C_{sc}$ is about 0.11~$\mu$F\,cm$^{-2}$. With $D=10^{13}$~cm$^{-2}$\,eV$^{-1}$, $e^2D=1.6$~$\mu$F\,cm$^{-2}$, some fifteen times larger. Yet the space charge still takes 92\% of a small change in $V$. With $D=10^{14}$~cm$^{-2}$\,eV$^{-1}$ it takes 55\%.

Equal division requires $C_{sc}+C_{ss}=C_H$, hence inside the window
\begin{equation}
D_{1/2}=\frac{C_H-C_{sc}}{e^2},
\end{equation}
which is $1.24\times10^{14}$~cm$^{-2}$\,eV$^{-1}$ here.

\section{A finite change of potential}

\textbf{Q.} Equation \eqref{share} concerns small changes. Can \eqref{implicit} be solved for $\phi$ itself?

\textbf{A.} Yes, with two approximations. In depletion $e^{-v}\ll1$, so \eqref{qsc} becomes $Q_{sc}=[2e\varepsilon N(\phi-kT/e)]^{1/2}$. The occupancy is also treated as a sharp step at the Fermi level. The Fermi level then enters the window at $\phi_1=(d_t-\zeta)/e$ and leaves it at $\phi_2=(d_b-\zeta)/e$. The window is taken to be full at flat band, which requires $\phi_1\gg kT/e$. Define
\begin{equation}
\gamma=1+\frac{e^2D}{C_H},\qquad V_0=\frac{2e\varepsilon N}{C_H^2},\qquad s=\left(\phi-\frac{kT}{e}\right)^{1/2}.
\end{equation}
Then $Q_{sc}/C_H=\sqrt{V_0}\,s$. Inside the window $\Delta Q_{ss}=e^2D(\phi-\phi_1)$, so $\Delta Q_{ss}/C_H=(\gamma-1)(\phi-\phi_1)$. Equation \eqref{implicit} reads
\begin{align}
V&=\phi+\sqrt{V_0}\,s+(\gamma-1)(\phi-\phi_1)\nonumber\\
&=\gamma\left(s^2+\frac{kT}{e}\right)+\sqrt{V_0}\,s-(\gamma-1)\phi_1 .
\end{align}
Collecting the known terms in $X$ gives a quadratic equation:
\begin{equation}
\gamma s^2+\sqrt{V_0}\,s=X,\qquad X=V+(\gamma-1)\phi_1-\gamma\frac{kT}{e}.
\end{equation}
Since $s$ cannot be negative, the root is
\begin{equation}
s=\frac{-\sqrt{V_0}+\sqrt{V_0+4\gamma X}}{2\gamma},\qquad \phi=s^2+\frac{kT}{e}.
\label{closed}
\end{equation}
Before the window $\Delta Q_{ss}=0$: replace $\gamma$ by 1, which gives $X=V-kT/e$. Beyond it the state charge is constant at $e^2D(\phi_2-\phi_1)$. The quadratic coefficient is again 1, and
\begin{equation}
X=V-(\gamma-1)(\phi_2-\phi_1)-\frac{kT}{e}.
\end{equation}

\textbf{Q.} Show me numbers inside the window.

\textbf{A.} Take $D=10^{14}$~cm$^{-2}$\,eV$^{-1}$ and $V=0.85$~V. Here $\gamma=1+16.022/20=1.8011$, $kT/e=0.02585$~V, $V_0=7.093\times10^{-5}$~V and $\phi_1=0.40$~V. Thus
\begin{align}
X&=0.85+0.8011(0.40)-1.8011(0.02585)=1.1239\ {\rm V},\nonumber\\
s&=\frac{-0.00842+\sqrt{7.093\times10^{-5}+4(1.8011)(1.1239)}}{2(1.8011)}
=0.7876\ {\rm V}^{1/2},\nonumber\\
\phi&=0.7876^2+0.0259=0.646\ {\rm V}.
\end{align}
The Helmholtz layer has taken $0.850-0.646=0.204$~V. Of this, $\sqrt{V_0}\,s=0.007$~V balances the space charge and $0.8011(0.646-0.400)=0.197$~V balances the emptied states. Without surface states $\phi$ would have been 0.842~V.

\textbf{Q.} The space charge holds $0.646/0.850=76\%$ of the potential. You said 55\%.

\textbf{A.} The 76\% is an average from flat band, including the stretch before the window, where nearly everything fell across the space charge. The 55\% is the share of the next small change: $20/(20+0.107+16.020)=0.554$. The two answer different questions.

\textbf{Q.} How much harm does the sharp step do near the edges of the window?

\textbf{A.} It can be bounded. Put $\lambda=kT/e$. Integrating the Fermi function gives
\begin{equation}
\frac{n_{ss}}{eD}=\lambda\ln\!\left[1+e^{(\phi_2-\phi)/\lambda}\right]-\lambda\ln\!\left[1+e^{(\phi_1-\phi)/\lambda}\right].
\end{equation}
For any $y$, $\ln(1+e^y)=\max(y,0)+\ln(1+e^{-|y|})$. The first part is the sharp-step result. The second lies between 0 and $\ln2$, so the difference of two such terms has magnitude below $\ln2$. At given $\phi$, the sharp law therefore misjudges $V$ by less than $(\gamma-1)\lambda\ln2$. Because $dV/d\phi\ge1$, the error in $\phi$ at given $V$ is no larger. This leaves aside the exponentially small errors from dropping $e^{-v}$ and from taking the window as full at flat band.

The bound is 14~mV in the example. In a scan from 0.10 to 1.90~V in steps of 25~mV, the largest deviation from a numerical solution at the sampled points was 9~mV, at $V=0.40$~V, near the entry to the window. That solution used Poisson's equation on a grid and a sum over discrete surface levels, without \eqref{qsc} or \eqref{css}. It also tested the shares \eqref{share} before, at the edge of, inside and beyond the window, where they agreed within $10^{-4}$. The values are in the numerical output below. The sampled points miss the worst case, which lies at the window edges themselves. At $V=0.405$~V the sharp law gives $\phi=\phi_1$, while the true offset $\delta=\phi-\phi_1$ obeys $\delta+(\gamma-1)\lambda\ln(1+e^{\delta/\lambda})\approx0$ when the small $C_{sc}/C_H$ is neglected. This gives $\delta\approx-0.41\lambda$, about 10.5~mV, and the error at the exit has the same size and the opposite sign.

\section{Pinning and its end}

\textbf{Q.} With enough states, surely the band bending is simply pinned?

\textbf{A.} It becomes stiff. Inside the window, for $e^2D\gg C_H+C_{sc}$, \eqref{share} gives $d\phi/dV\simeq C_H/(e^2D)$. This tends to zero as $D$ grows but is not zero at finite $D$. For $D=10^{15}$~cm$^{-2}$\,eV$^{-1}$ the share in mid-window is still 11\%. Reaching that point takes $V=2.66$~V, of which about 2~V lies across the Helmholtz layer. A constant $C_H$ and the absence of electrode reactions are doubtful there, so this case illustrates the limit of the model rather than a practical electrode.

Pinning also ends when the window has been emptied. Since $C_{ss}$ then vanishes, further potential falls mainly across the space charge again. The charge already released remains, however, and leaves a constant extra Helmholtz drop
\begin{equation}
\delta\phi_H=\frac{e^2D}{C_H}(\phi_2-\phi_1)=(\gamma-1)(\phi_2-\phi_1).
\label{shift}
\end{equation}
In the example with $D=10^{14}$~cm$^{-2}$\,eV$^{-1}$, this is $0.8011\times0.50=0.40$~V. The surface potential rises relative to the solution, so the electron band edges at the surface move down by 0.40~eV.

The Fermi level crosses the window between $V=0.405$ and 1.308~V in the sharp-step description. Thus 0.903~V of applied potential buys 0.500~V of band bending. At $V=1.55$~V, beyond the window, $\phi=1.141$~V and the differential share of the space charge is back to 99.6\%.

These are equilibrium values, and deep states reach equilibrium slowly. Thermal emission from depth $d$ to the conduction band takes a time of order $e^{d/kT}/(\sigma v_{\rm th}N_c)$, where $\sigma$ is the capture cross section, $v_{\rm th}$ the thermal velocity and $N_c=Ne^{\zeta/kT}$ the effective density of states of the band. With $\sigma=10^{-15}$~cm$^2$ and $v_{\rm th}=10^7$~cm\,s$^{-1}$, this is about 80~s at 0.75~eV but about two weeks at 1.0~eV. If this is their only route, an ordinary scan at 300~K leaves the deepest states filled, and the shift is smaller than 0.40~V.

\section{Who exchanges electrons, and how fast}

\textbf{Q.} Suppose I step the potential faster than the states can exchange electrons. Do they disappear from the problem?

\textbf{A.} Their response disappears, but their stored charge does not. With $Q_{ss}$ held fixed, differentiating \eqref{implicit} gives
\begin{equation}
\left(\frac{d\phi}{dV}\right)_{\rm fast}=\frac{C_H}{C_H+C_{sc}} .
\end{equation}
The space charge must still follow the step. At $V=0.85$~V this share is 99.5\%, against 55.4\% for a slow change. A fast step of 10~mV first adds 9.95~mV to $\phi$. As the states release electrons at constant $V$, that increase relaxes to 5.54~mV, and the Helmholtz layer takes over the difference of 4.41~mV. The states that respond lie near the Fermi level, at a depth of about 0.75~eV, so with the emission time estimated above this takes a few minutes; only changes slower than that show the 55.4\% share. The starting point of the step, $\phi=0.646$~V, still reflects the charge stored earlier.

\textbf{Q.} You assumed exchange with the semiconductor. What if the states communicate with a redox couple in the solution instead?

\textbf{A.} The result changes in kind. Let the states follow a fixed redox level in the solution that lies well inside the window. Their energies relative to that level change by $-e\,d\phi_H$. When $\phi_H$ rises they sink and fill, so that $dQ_{ss}=-e^2D\,d\phi_H$. The differential form of \eqref{gauss} is now
\begin{equation}
C_H\,d\phi_H=C_{sc}\,d\phi-e^2D\,d\phi_H ,
\end{equation}
or $(C_H+e^2D)\,d\phi_H=C_{sc}\,d\phi$. With $dV=d\phi+d\phi_H$,
\begin{equation}
\frac{d\phi}{dV}=\frac{C_H+e^2D}{C_H+e^2D+C_{sc}} .
\end{equation}
The states now act in parallel with the Helmholtz layer and stabilize the surface band edges relative to the solution. With the capacitances found at $V=0.85$~V, the share would be $36.02/36.13=99.7\%$. A density of states alone does not determine the division: one must also know which reservoir sets their occupancy.

\textbf{Q.} When would you refuse to use \eqref{share} with the capacitances you derived?

\textbf{A.} When holes accumulate at the surface, \eqref{csc} lacks their charge. In a dilute electrolyte, \eqref{sum} lacks the diffuse-layer drop. Even in a 1~M aqueous 1:1 electrolyte, Gouy--Chapman theory assigns about 34~mV to the 8~$\mu$C\,cm$^{-2}$ of the emptied window if the electrode is uncharged at flat band, and the 55\% share falls to about 53\%. If illumination or a strong surface reaction gives the states an occupancy that neither reservoir sets, \eqref{css} has no single Fermi level to refer to. If ions adsorb as the potential changes, \eqref{gauss} needs another charge. In each case the potential and charge balances remain the starting point, but the missing term must be supplied before the division can be calculated.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 300 K; kT/e: 0.02585 V
Relative permittivity: 10
Donor density: 1.0e+17 cm^-3
Surface-state density D: 1.0e+14 cm^-2 eV^-1
Bulk Fermi depth: 0.10 eV
Window depths: 0.50 to 1.00 eV
Debye length: 11.95 nm
C_H: 20.00 microF cm^-2
e^2 D: 16.022 microF cm^-2
gamma: 1.8011; 1/gamma: 0.5552
V0: 7.0930e-05 V; sqrt(V0): 0.00842 V^(1/2)
Window entered at phi = 0.40 V, V = 0.4052 V
Window left at phi = 0.90 V, V = 1.3084 V
[before] V: 0.2000 V; phi: 0.1965 V; Helmholtz change: 0.0035 V
  C_sc: 0.2038, C_ss: 0.0061 microF cm^-2
  space-charge share: Poisson 0.98962, formula 0.98962
  closed form: X 0.17415 V, s 0.41312 V^(1/2), phi 0.19652 V
[edge] V: 0.4195 V; phi: 0.4000 V; Helmholtz change: 0.0195 V
  C_sc: 0.1377, C_ss: 8.0109 microF cm^-2
  space-charge share: Poisson 0.71052, formula 0.71051
[inside] V: 0.8500 V; phi: 0.6462 V; Helmholtz change: 0.2038 V
  C_sc: 0.1069, C_ss: 16.0197 microF cm^-2
  space-charge share: Poisson 0.55361, formula 0.55361
  closed form: X 1.12387 V, s 0.78760 V^(1/2), phi 0.64617 V
  fast-step share, frozen states: Poisson 0.99468, formula 0.99468
  phi at the same V without states: 0.8424 V
[beyond] V: 1.5500 V; phi: 1.1406 V; Helmholtz change: 0.4094 V
  C_sc: 0.0798, C_ss: 0.0015 microF cm^-2
  space-charge share: Poisson 0.99596, formula 0.99596
  closed form: X 1.12360 V, s 1.05580 V^(1/2), phi 1.14056 V
Band-edge shift from emptied window: Poisson 0.4005 eV, formula 0.4005 eV
Scan of V from 0.10 to 1.90 V in steps of 0.025 V:
  largest error of implicit law: 3.2e-07 V
  largest closed-form error: 9.31 mV at V = 0.400 V
  thermal bound: 14.35 mV
Density for equal division at phi = 0.65 V: 1.2416e+14 cm^-2 eV^-1
  D 0.000e+00 cm^-2 eV^-1: V 0.6567 V, Poisson space-charge share 0.99470
  D 1.000e+13 cm^-2 eV^-1: V 0.6767 V, Poisson space-charge share 0.92129
  D 1.000e+14 cm^-2 eV^-1: V 0.8569 V, Poisson space-charge share 0.55361
  D 1.242e+14 cm^-2 eV^-1: V 0.9053 V, Poisson space-charge share 0.50003
  D 1.000e+15 cm^-2 eV^-1: V 2.6594 V, Poisson space-charge share 0.11092
\end{verbatim}
